**Neutral hollow spheres in a dielectric host**

A hollow sphere with core permittivity `kc`, shell permittivity `ks` and inner-to-outer radius ratio `x` leaves the field in a host of permittivity `kh` unchanged when `x**3 = (ks-kh)*(kc+2*ks)/((ks-kc)*(2*ks+kh))`. For `kc = 1`, `ks = 3.9` and `kh = 2.6` this gives `x = 0.7239`. The program asserts that a root search with an axisymmetric finite-element capacitor, 57% filled by one sphere, finds the same ratio within 0.001. It also asserts that the cell keeps `k = 2.6` within 0.002, with a nearly linear host potential, for three combinations of sphere size and position. A linear system of interface conditions checks the equivalent permittivity, the core field and the case with a water layer. The Maxwell Garnett formula is compared with the finite-element cell for solid and thin-shelled spheres, at dilute filling and at 30% by volume. The output also shows that, of the imperfections sized for the example film, a 0.3 nm water layer with bulk permittivity has the largest effect, raising `k` from 2.6 to 2.92.

## Verification by program

```python
"""
Result under test: a hollow sphere (core kc, shell ks, inner/outer radius
ratio x) in a host kh leaves a uniform outside field unchanged when
    x**3 = (ks-kh)*(kc+2*ks) / ((ks-kc)*(2*ks+kh)),
and a film filled with such spheres then keeps the permittivity kh.
All k are relative permittivities. beta is the dipole factor of a sphere:
outside potential = -E0*(r - beta*b**3/r**2)*cos(theta), b = outer radius.
Independent roads: a finite-element capacitor cell with one hollow sphere,
and a linear system of boundary conditions for a layered sphere.
"""
import numpy as np
from scipy.constants import c, epsilon_0
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

KC, KS, KH = 1.0, 3.9, 2.6


def neutral_cube(kc, ks, kh):
    return (ks - kh) * (kc + 2 * ks) / ((ks - kc) * (2 * ks + kh))


def equivalent_k(x, kc, ks):
    """Permittivity of the solid sphere that acts like the coated one."""
    f = x**3
    return ks * (kc + 2*ks + 2*f*(kc - ks)) / (kc + 2*ks - f*(kc - ks))


def dipole_factor(ke, kh):
    return (ke - kh) / (ke + 2 * kh)


def maxwell_garnett(ke, kh, loading):
    pb = loading * dipole_factor(ke, kh)
    return kh * (1 + 2 * pb) / (1 - pb)


def layered_sphere(radii, ks_in_out, kh):
    """Solve the interface conditions for potentials A*r + B/r**2.

    Returns beta and the list of (A, B) from core to outermost layer.
    Unknowns: core A, then A, B of each further layer, then outside B.
    """
    n = len(radii)
    ks_all = list(ks_in_out) + [kh]
    matrix, rhs = np.zeros((2 * n, 2 * n)), np.zeros(2 * n)
    for i, r in enumerate(radii):
        for region, sign in ((i, 1.0), (i + 1, -1.0)):
            k = ks_all[region]
            col_a = 0 if region == 0 else 2 * region - 1
            col_b = None if region == 0 else 2 * region
            a_terms = np.array([r, k]) * sign
            b_terms = np.array([1 / r**2, -2 * k / r**3]) * sign
            if region == n:
                rhs[2*i:2*i+2] -= a_terms
                matrix[2*i:2*i+2, 2*n-1] += b_terms
            else:
                matrix[2*i:2*i+2, col_a] += a_terms
                if col_b is not None:
                    matrix[2*i:2*i+2, col_b] += b_terms
    sol = np.linalg.solve(matrix, rhs)
    coeffs = [(sol[0], 0.0)]
    coeffs += [(sol[2*j-1], sol[2*j]) for j in range(1, n)]
    return -sol[-1] / radii[-1]**3, coeffs


def capacitor_cell(b, x, z0, kc, ks, kh, n=36, m=20):
    """Axisymmetric finite elements: cylinder of radius 1, -1 < z < 1.

    Electrodes at z = -1 and 1 (potential = z), no flux through the side.
    One coated sphere of outer radius b is centred on the axis at z0.
    Returns effective k and the largest |potential - z| in the host.
    """
    t1 = np.arctan2(1, 1 - z0)
    t2 = np.pi - np.arctan2(1, 1 + z0)
    theta = np.concatenate([np.linspace(0, t1, n + 1),
                            np.linspace(t1, t2, n + 1)[1:],
                            np.linspace(t2, np.pi, n + 1)[1:]])
    sin, cos = np.abs(np.sin(theta)), np.cos(theta)
    sin[0] = sin[-1] = 0.0
    wall = 1 / np.maximum.reduce([cos/(1 - z0), -cos/(1 + z0), sin])
    s = np.arange(1, m + 1)[:, None] / m
    one = np.ones_like(theta)[None, :]
    r = np.vstack([b*x*s*one, b*(x + (1 - x)*s)*one, b + (wall - b)*s])
    nt = theta.size
    rho = np.concatenate([[0.0], (r * sin).ravel()])
    z = np.concatenate([[z0], (z0 + r * cos).ravel()])
    index = np.vstack([np.zeros((1, nt), int),
                       1 + np.arange(3*m*nt).reshape(3*m, nt)])
    p, q = index[:-1, :-1], index[1:, :-1]
    u, v = index[1:, 1:], index[:-1, 1:]
    k_ring = np.repeat([kc, ks, kh], m)[:, None] * np.ones((1, nt - 1))
    first = np.stack([p, q, u], -1).reshape(-1, 3)
    second = np.stack([p[1:], u[1:], v[1:]], -1).reshape(-1, 3)
    tri = np.vstack([first, second])
    k_tri = np.concatenate([k_ring.ravel(), k_ring[1:].ravel()])
    tr, tz = rho[tri], z[tri]
    g_r = np.roll(tz, -1, 1) - np.roll(tz, -2, 1)
    g_z = np.roll(tr, -2, 1) - np.roll(tr, -1, 1)
    det = np.abs((tr * g_r).sum(1))
    weight = k_tri * tr.mean(1) / (2 * det)
    local = weight[:, None, None] * (g_r[:, :, None] * g_r[:, None, :]
                                     + g_z[:, :, None] * g_z[:, None, :])
    rows, cols = np.repeat(tri, 3, 1).ravel(), np.tile(tri, (1, 3)).ravel()
    stiff = coo_matrix((local.ravel(), (rows, cols)),
                       shape=(z.size, z.size)).tocsr()
    fixed = np.abs(np.abs(z) - 1) < 1e-9
    free = ~fixed
    phi = np.where(fixed, z, 0.0)
    load = -(stiff @ phi)[free]
    phi[free] = spsolve(stiff[free][:, free].tocsc(), load)
    host_nodes = index[2*m:].ravel()
    return phi @ (stiff @ phi), np.max(np.abs(phi - z)[host_nodes])


# ---- neutral ratio from the formula and from the capacitor cell ----
f0 = neutral_cube(KC, KS, KH)
x0 = f0 ** (1 / 3)
k_plain, _ = capacitor_cell(0.7, 0.6, 0.1, KH, KH, KH)
assert abs(k_plain - KH) < 1e-8
b_dense = 0.95
fill_dense = 2 * b_dense**3 / 3
x_fem = brentq(lambda x: capacitor_cell(b_dense, x, 0, KC, KS, KH)[0] - KH,
               0.5, 0.9, xtol=1e-6)
assert abs(x_fem - x0) < 1e-3
print(f"neutral f = (a/b)^3, formula: {f0:.5f}")
print(f"neutral ratio a/b, formula: {x0:.4f}")
print(f"neutral ratio a/b, finite elements: {x_fem:.4f}")
print(f"  sphere volume fraction in that cell: {fill_dense:.3f}")

# ---- host field stays uniform for other sizes and positions ----
for b, z0 in ((0.95, 0.0), (0.7, 0.25), (0.5, -0.4)):
    k_cell, dev = capacitor_cell(b, x0, z0, KC, KS, KH)
    _, dev_solid = capacitor_cell(b, x0, z0, KS, KS, KH)
    assert abs(k_cell - KH) < 2e-3 and dev < 2e-3
    assert dev_solid > 10 * dev
    print(f"cell b={b}, centre z={z0}: k = {k_cell:.4f}, host potential "
          f"error {dev:.1e} (solid sphere {dev_solid:.1e})")

# ---- equivalent permittivity, core field, uniqueness ----
for x in (0.2, 0.5, x0, 0.9):
    beta, _ = layered_sphere([x, 1.0], [KC, KS], KH)
    assert abs(beta - dipole_factor(equivalent_k(x, KC, KS), KH)) < 1e-12
scan = equivalent_k(np.linspace(0, 1, 1001), KC, KS)
assert np.all(np.diff(scan) < 0)
assert abs(scan[0] - KS) < 1e-12 and abs(scan[-1] - KC) < 1e-12
beta0, ((core_field, _), (A, B)) = layered_sphere([x0, 1.0], [KC, KS], KH)
assert abs(beta0) < 1e-12
assert abs(core_field - (2*KS + KH) / (2*KS + KC)) < 1e-12
assert abs(A - (2*KS + KH) / (3*KS)) < 1e-12
assert abs(B - (KS - KH) / (3*KS)) < 1e-12
rr = np.linspace(x0, 1, 201)[:, None]
tt = np.linspace(0, np.pi / 2, 201)[None, :]
shell_field = np.hypot((A - 2*B/rr**3)*np.cos(tt), (A + B/rr**3)*np.sin(tt))
print(f"shell coefficients A, B/b^3: {A:.4f}, {B:.4f}")
print(f"core field / applied field: {core_field:.4f}")
print(f"largest shell field / applied field: {shell_field.max():.4f}")

# ---- Maxwell Garnett away from neutrality, against the cell ----
p = 0.30
ke_thin = equivalent_k(0.9, KC, KS)
print(f"equivalent k of a sphere with a/b = 0.9: {ke_thin:.3f}")
for name, core, x, ke in (("solid", KS, 0.5, KS), ("a/b=0.9", KC, 0.9, ke_thin)):
    b = 0.4
    shift_mg = maxwell_garnett(ke, KH, 2*b**3/3) - KH
    shift_fem = capacitor_cell(b, x, 0, core, KS, KH)[0] - KH
    assert abs(shift_fem / shift_mg - 1) < 0.03
    k_mg = maxwell_garnett(ke, KH, p)
    k_fem = capacitor_cell((1.5*p)**(1/3), x, 0, core, KS, KH)[0]
    assert abs(k_fem - k_mg) < 0.03
    print(f"film k, 30 vol% {name}: Maxwell Garnett {k_mg:.3f}, "
          f"finite-element cell {k_fem:.3f}")

# ---- the volume-average criterion is wrong ----
x_avg = ((KS - KH) / (KS - KC)) ** (1 / 3)
k_avg = maxwell_garnett(equivalent_k(x_avg, KC, KS), KH, p)
assert x_avg > x0 and k_avg < KH
print(f"a/b from volume average (wrong): {x_avg:.4f}")
print(f"film k with that ratio, 30 vol%: {k_avg:.3f}")

# ---- worked example ----
outer_nm, film_nm = 50.0, 500.0
inner_nm = x0 * outer_nm
shell_nm = (outer_nm - inner_nm) / 2
cap = epsilon_0 * KH / (film_nm * 1e-9) * 1e5
print(f"outer diameter: {outer_nm:.0f} nm, film thickness: {film_nm:.0f} nm")
print(f"inner diameter: {inner_nm:.1f} nm")
print(f"shell thickness: {shell_nm:.2f} nm")
print(f"capacitance per area, k = {KH}: {cap:.2f} nF/cm2")

# ---- neglected effects for these numbers ----
for change in (-0.5, 0.5):
    x = 1 - 2 * (shell_nm + change) / outer_nm
    k_film = maxwell_garnett(equivalent_k(x, KC, KS), KH, p)
    print(f"film k, shell thickness {change:+.1f} nm: {k_film:.3f}")
ks_alt = 4.2
x_alt = neutral_cube(KC, ks_alt, KH) ** (1 / 3)
k_alt = maxwell_garnett(equivalent_k(x0, KC, ks_alt), KH, p)
print(f"shell k = {ks_alt}: neutral a/b {x_alt:.4f}, "
      f"film k at the old ratio {k_alt:.3f}")
water_nm, k_water = 0.3, 80.0
a_nm, b_nm = inner_nm / 2, outer_nm / 2
k_void = equivalent_k((a_nm - water_nm) / a_nm, KC, k_water)
ke_wet = equivalent_k(x0, k_void, KS)
beta_wet, _ = layered_sphere([(a_nm - water_nm)/b_nm, a_nm/b_nm, 1.0],
                             [KC, k_water, KS], KH)
assert abs(beta_wet - dipole_factor(ke_wet, KH)) < 1e-12
print(f"water film {water_nm} nm, k = {k_water:.0f}: void acts as "
      f"k = {k_void:.2f}, sphere as k = {ke_wet:.2f}")
print(f"film k with that water film: {maxwell_garnett(ke_wet, KH, p):.3f}")
size_parameter = 2*np.pi * 10e9 * np.sqrt(KH) * b_nm*1e-9 / c
print(f"size parameter (wave number x b) at 10 GHz: {size_parameter:.1e}")
stress = 1.0
void_volts = core_field * stress * 1e8 * inner_nm * 1e-9
print(f"void field at {stress:.0f} MV/cm applied: {core_field*stress:.2f} MV/cm")
print(f"voltage across the void: {void_volts:.2f} V")
ks_opt, kh_opt = 1.46**2, 1.55**2
f_opt = neutral_cube(KC, ks_opt, kh_opt)
assert f_opt < 0
print(f"optical k of shell, host: {ks_opt:.2f}, {kh_opt:.2f}; "
      f"formula f = {f_opt:.3f} (no neutral ratio)")
print("all tests passed")
```

Printed output:

```
neutral f = (a/b)^3, formula: 0.37931
neutral ratio a/b, formula: 0.7239
neutral ratio a/b, finite elements: 0.7239
  sphere volume fraction in that cell: 0.572
cell b=0.95, centre z=0.0: k = 2.6001, host potential error 3.9e-05 (solid sphere 6.7e-02)
cell b=0.7, centre z=0.25: k = 2.6001, host potential error 4.1e-05 (solid sphere 1.1e-01)
cell b=0.5, centre z=-0.4: k = 2.6000, host potential error 2.1e-05 (solid sphere 8.2e-02)
shell coefficients A, B/b^3: 0.8889, 0.1111
core field / applied field: 1.1818
largest shell field / applied field: 1.1818
equivalent k of a sphere with a/b = 0.9: 1.634
film k, 30 vol% solid: Maxwell Garnett 2.949, finite-element cell 2.944
film k, 30 vol% a/b=0.9: Maxwell Garnett 2.283, finite-element cell 2.279
a/b from volume average (wrong): 0.7653
film k with that ratio, 30 vol%: 2.537
outer diameter: 50 nm, film thickness: 500 nm
inner diameter: 36.2 nm
shell thickness: 6.90 nm
capacitance per area, k = 2.6: 4.60 nF/cm2
film k, shell thickness -0.5 nm: 2.570
film k, shell thickness +0.5 nm: 2.628
shell k = 4.2: neutral a/b 0.7532, film k at the old ratio 2.647
water film 0.3 nm, k = 80: void acts as k = 3.63, sphere as k = 3.80
film k with that water film: 2.924
size parameter (wave number x b) at 10 GHz: 8.4e-06
void field at 1 MV/cm applied: 1.18 MV/cm
voltage across the void: 4.28 V
optical k of shell, host: 2.13, 2.40; formula f = -0.189 (no neutral ratio)
all tests passed
```
